# Coulomb Energies of j² in jj Coupling and Their J Ordering

When spin-orbit coupling splits a shell strongly, a level of the configuration $j^2$ is in general not a state of definite $L$ and $S$, so the energy of an LS term cannot simply be assigned to it. A rule for the order of the levels also needs care. If "the highest $J$ lies lowest" is applied to every $j$, it gives the wrong lowest level for the model $g_{9/2}$ shell computed below in pure jj coupling. Both problems are settled by evaluating the repulsion directly between states of definite $j$.

## Assumptions and theorem

Hartree atomic units are used. Two electrons occupy one level $nlj$, with states $|m\rangle$, $m=-j,\dots,j$, and a common normalized radial function $P(r)/r$. The spin-orbit splitting is large compared with the Coulomb coupling to other $j$-configurations, so $1/r_{12}$ is treated to first order inside $j^2$. The one-electron energy, the same for all its levels, is omitted. The Slater integrals are

$$F^k=\int_0^\infty\!\!\int_0^\infty P(r_1)^2P(r_2)^2\,\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2 .$$

The superscript is an index, not a power. For $p$ electrons put $F_0=F^0$ and $F_2=F^2/25$.

**Theorem.** Under these assumptions:

1. The levels of $j^2$ are $J=0,2,\dots,2j-1$, each occurring once, with
$$E(J)=F^0+\sum_{k=2,4,\dots,2j-1}f_k(J)F^k ,$$
where the numbers $f_k(J)$ depend on $j$ but not on whether $l=j-\tfrac12$ or $l=j+\tfrac12$.
2. For $(p_{3/2})^2$, $E(0)=F_0+5F_2$ and $E(2)=F_0-3F_2$.
3. For $j=\tfrac32,\tfrac52,\tfrac72$ the level $J=2j-1$ is the lowest. This does not extend to all $j$: it fails for a $g_{9/2}$ shell given below.

For $j=\tfrac12$ there is one level, $J=0$, with energy $F^0$.

## Lemma 1: the Slater integrals decrease

**Claim.** $F^0>F^2>F^4>\dots>0$.

**Proof.** The integrand is symmetric in the two radii, so $F^k$ is twice the contribution from $r_2<r_1$. There put $r_2=tr_1$, with $0<t<1$ and $dr_2=r_1dt$. Since $r_2^k/r_1^{k+1}=t^k/r_1$, the factors $r_1$ cancel:

$$F^k=2\int_0^\infty dr\int_0^1dt\,P(r)^2P(tr)^2\,t^k .$$

The weight is non-negative and not identically zero, and $t^k$ falls with $k$ for $0<t<1$. $\square$

## Lemma 2: which multipoles act

Let $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. The multipole expansion and the addition theorem give

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_q(1)C^k_{-q}(2).$$

**Claim.** Inside $j^2$ only even $k\le 2j-1$ contribute, and the angular matrix elements depend on $j$ alone.

**Proof.** All states $|m\rangle$ have parity $(-1)^l$, while $C^k_q$ has parity $(-1)^k$; hence odd $k$ vanish. A tensor of rank $k$ can connect two states of angular momentum $j$ only if $k\le2j$. As $2j$ is odd, the largest even $k$ is $2j-1$.

The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is Hermitian, has square one, commutes with $\mathbf J$ and has odd parity. It therefore maps the states with $l=j-\tfrac12$ onto those with $l=j+\tfrac12$, with a phase independent of $m$. It also commutes with $C^k_q$, a function of angles, so the matrix elements are equal in the two cases. $\square$

## Lemma 3: one-electron matrix elements

Write $c_k(m)=\langle m|C^k_0|m\rangle$, with $k$ even and positive.

**The stretched state.** Take $l=j-\tfrac12$. The state $m=j$ is $Y_{ll}$ with spin up, and its density in $x=\cos\theta$ is proportional to $(1-x^2)^l$. Thus $c_k(j)=\langle P_k(x)\rangle$ with this weight. Integrating the derivative of $x^{2n-1}(1-x^2)^{l+1}$ from $-1$ to $1$ gives zero, so

$$(2n-1)\langle x^{2n-2}(1-x^2)\rangle=2(l+1)\langle x^{2n}\rangle,\qquad
\langle x^{2n}\rangle=\frac{2n-1}{2l+2n+1}\langle x^{2n-2}\rangle .$$

For $l=1$, $\langle x^2\rangle=\tfrac15$ and $c_2(\tfrac32)=\tfrac12(\tfrac35-1)=-\tfrac15$.

**The dependence on $m$.** By the Wigner–Eckart theorem, $C^k_0$ inside the level is proportional to the zero component of the rank-$k$ tensor built from $\mathbf J$. That component is diagonal and is a polynomial in $J_z$ of degree $k$. Traces of products of zero components of different rank vanish. Hence $c_k(m)$ is the degree-$k$ polynomial orthogonal to all lower degrees on the points $m=-j,\dots,j$. For even $k$ it is even in $m$. For $j=\tfrac32$, $k=2$, it is proportional to $m^2-\tfrac54$, so

$$c_2(\pm\tfrac32)=-\tfrac15,\qquad c_2(\pm\tfrac12)=+\tfrac15 .$$

**Other components.** These follow from

$$[J_+,C^k_q]=\sqrt{k(k+1)-q(q+1)}\;C^k_{q+1}.$$

In particular,

$$\langle m+1|C^k_1|m\rangle=\sqrt{\frac{(j-m)(j+m+1)}{k(k+1)}}\,[c_k(m)-c_k(m+1)].\tag{1}$$

The corresponding relation with $J_-$ has the same numerical factors after all magnetic numbers change sign. As $c_k(-m)=c_k(m)$, it follows that

$$\langle -m|C^k_{-q}|-m'\rangle=\langle m|C^k_q|m'\rangle\qquad(k\ \text{even}).\tag{2}$$

All these elements are real.

## Lemma 4: determinants and allowed levels

For a determinant of $|m\rangle$ and $|m'\rangle$, $m\ne m'$, the direct term contains only $q=0$. The exchange term has $q=m-m'$. Since $(C^k_q)^\dagger=(-1)^qC^k_{-q}$, the sign $(-1)^q$ in the scalar product cancels, and the coefficient of $F^k$ is

$$c_k(m)c_k(m')-|\langle m|C^k_{m-m'}|m'\rangle|^2.\tag{3}$$

For $k=0$ the operator is unity: the direct term is one and the exchange term vanishes.

Now count pairs $m>m'$ with $m+m'=M\ge0$. There are $2j+1-M$ possible values of $m$ before ordering. For even $M$ they form $(2j+1-M)/2$ pairs. For odd $M$ the value $m=m'=M/2$ is excluded by the Pauli principle, leaving $(2j-M)/2$ pairs. A level $J$ contributes one state to each $M\le J$, so the number of levels with $J=M$ is the count at $M$ minus that at $M+1$:

$$\frac{2j+1-M}{2}-\frac{2j-M-1}{2}=1\quad(M\ \text{even}),\qquad
\frac{2j-M}{2}-\frac{2j-M}{2}=0\quad(M\ \text{odd}).$$

Thus $J=0,2,\dots,2j-1$, once each. Every multipole term is a rotational scalar, so it is diagonal in these levels. With Lemma 2 this proves part 1. $\square$

## Proof for two $p_{3/2}$ electrons

For $M=2$ there is one determinant, $(\tfrac32,\tfrac12)$, and it must be the $J=2$ state. Its direct term is $(-\tfrac15)(\tfrac15)=-\tfrac1{25}$. Equation (1), with $m=\tfrac12$, gives the exchange term

$$\frac{(1)(3)}{6}\left(\frac25\right)^2=\frac2{25}.$$

Hence $f_2(2)=-\tfrac1{25}-\tfrac2{25}=-\tfrac3{25}$.

For $M=0$ the determinants are $(\tfrac32,-\tfrac32)$ and $(\tfrac12,-\tfrac12)$. Each has direct term $\tfrac1{25}$. The first has no quadrupole exchange, because it would need $q=3>2$. The second has none because the difference of $c_2$ in (1) is zero. The trace is therefore $\tfrac2{25}$. It is also the sum of the coefficients for $J=0$ and $J=2$, since both have a state with $M=0$:

$$f_2(0)=\frac2{25}-\left(-\frac3{25}\right)=\frac5{25}.$$

With $F^2=25F_2$,

$$E(0)=F_0+5F_2,\qquad E(2)=F_0-3F_2 .$$

This proves part 2. $\square$

**Remark.** In the $J=2$, $M=2$ state one electron has its density gathered near the equator and the other near the polar axis. Their quadrupole moments have opposite sign, which lowers the direct energy by $F_2$. Exchange lowers it by a further $2F_2$. By Lemma 2 the same coefficients of $F^0$ and $F^2$ hold for $(d_{3/2})^2$, with the integrals of the $d$ shell.

## Lemma 5: four relations for larger $j$

Let $s_k=\sum_{m>0}c_k(m)^2$. For even $k>0$,

$$\begin{aligned}
\text{(a)}\quad& f_k(2j-1)=c_k(j)c_k(j-1)-\frac{2j\,[c_k(j-1)-c_k(j)]^2}{k(k+1)},\\
\text{(b)}\quad& f_k(0)=\frac{2(2k+1)}{2j+1}\,s_k,\\
\text{(c)}\quad& \sum_Jf_k(J)=s_k,\\
\text{(d)}\quad& \sum_J(2J+1)f_k(J)=-(2k+1)s_k .
\end{aligned}$$

**Proof.** Relation (a) is (3) for the single determinant $(j,j-1)$, with (1) at $m=j-1$.

For (b), the normalized $J=0$ state is $(2j+1)^{-1/2}\sum_m(-1)^{j-m}|m\rangle|{-m}\rangle$. In its expectation value the phases of the state give $(-1)^{m-m'}=(-1)^q$, which cancels the sign in the scalar product. Equation (2) makes the two one-electron factors equal, so

$$f_k(0)=\frac1{2j+1}\sum_{m,m'}|\langle m|C^k_{m-m'}|m'\rangle|^2 .$$

By rotational invariance each of the $2k+1$ components $q$ contributes the same trace. For $q=0$ that trace is $\sum_mc_k(m)^2=2s_k$, which gives (b).

For (c), take the trace at $M=0$, where every level has one state. The direct terms are $c_k(m)c_k(-m)=c_k(m)^2$ and add to $s_k$. In the exchange terms $q=2m$ is odd. Hermiticity gives $\langle-m|C^k_{-q}|m\rangle=-\langle m|C^k_q|-m\rangle$, whereas (2) gives the same relation with a plus sign. The elements therefore vanish.

For (d), sum (3) over all pairs. This is half the sum over all $m,m'$, because the terms $m=m'$ cancel. The direct part is $\tfrac12(\sum_mc_k)^2=0$, by orthogonality to a constant. The exchange part is $-\tfrac12(2k+1)(2s_k)$. $\square$

## Coefficients for $j=5/2$ and $j=7/2$

The moments in Lemma 3 are $\langle x^2\rangle=\tfrac17$, $\langle x^4\rangle=\tfrac1{21}$ for $l=2$, and $\tfrac19,\tfrac1{33},\tfrac5{429}$ for the second, fourth and sixth moments at $l=3$. With

$$P_4=\frac{35x^4-30x^2+3}{8},\qquad P_6=\frac{231x^6-315x^4+105x^2-5}{16},$$

they fix the first entry of each list below. Orthogonality fixes the rest. In order $m=j,j-1,\dots,\tfrac12$,

$$j=\tfrac52:\quad c_2=-\tfrac2{35}(5,-1,-4),\quad c_4=\tfrac1{21}(1,-3,2),$$

$$j=\tfrac72:\quad c_2=-\tfrac1{21}(7,1,-3,-5),\quad c_4=\tfrac1{77}(7,-13,-3,9),\quad c_6=-\tfrac5{429}(1,-5,9,-5).$$

For $j=\tfrac52$, relations (a)–(c) suffice:

- $k=2$: $s_2=\tfrac{24}{175}$, $f_2(0)=\tfrac8{35}$, $f_2(4)=-\tfrac4{245}-\tfrac{24}{245}=-\tfrac4{35}$. Hence $f_2(2)=\tfrac{24-40+20}{175}=\tfrac4{175}$.
- $k=4$: $s_4=\tfrac2{63}$, $f_4(0)=\tfrac6{63}$, $f_4(4)=-\tfrac3{441}-\tfrac4{441}=-\tfrac1{63}$. Hence $f_4(2)=\tfrac{2-6+1}{63}=-\tfrac3{63}$.

For $j=\tfrac72$, subtracting five times (c) from (d) eliminates $f_k(2)$:

$$4f_k(4)=-(2k+6)s_k+4f_k(0)-8f_k(6).$$

- $k=2$, in units of $\tfrac1{63}$: $s_2=12$, $f_2(0)=15$, $f_2(6)=-5$. Thus $4f_2(4)=-120+60+40=-20$, so $f_2(4)=-5$ and $f_2(2)=12-15+5+5=7$.
- $k=4$, in units of $\tfrac1{77}$: $s_4=4$, $f_4(0)=9$, $f_4(6)=-3$. Thus $4f_4(4)=-56+36+24=4$, so $f_4(4)=1$ and $f_4(2)=4-9+3-1=-3$.
- $k=6$, in units of $u=(5/429)^2$: $s_6=132$, $f_6(0)=429$, $f_6(6)=-5-6=-11$. Thus $4f_6(4)=-2376+1716+88=-572$, so $f_6(4)=-143$ and $f_6(2)=132-429+11+143=-143$.

## Proof of the ordering up to $j=7/2$

For $j=\tfrac32$, $E(0)-E(2)=8F_2>0$. For $j=\tfrac52$,

$$E(0)-E(4)=\frac{12}{35}F^2+\frac19F^4,\qquad
E(2)-E(4)=\frac{24}{175}F^2-\frac2{63}F^4 .$$

The first is positive. So is the second, because $F^2>F^4$ and $\tfrac{24}{175}>\tfrac2{63}$.

For $j=\tfrac72$, with $132u=\tfrac{100}{5577}$,

$$\begin{aligned}
E(0)-E(6)&=\frac{20}{63}F^2+\frac{12}{77}F^4+440u\,F^6,\\
E(2)-E(6)&=\frac4{21}F^2-\frac{100}{5577}F^6,\\
E(4)-E(6)&=\frac4{77}F^4-\frac{100}{5577}F^6 .
\end{aligned}$$

In the last two lines the positive term has both the larger coefficient and the larger integral. All three differences are positive, which proves the positive statement in part 3. $\square$

**Remark.** For $j=\tfrac72$ the quadrupole term does not separate $J=4$ from $J=6$; their order is decided by $F^4$ and $F^6$. This is the first sign that the ordering is not a property of the quadrupole term alone.

## Failure at $j=9/2$

Here $c_2(j)=-\tfrac4{11}$, and the orthogonal polynomial is proportional to $m^2-\tfrac{33}4$. Thus

$$c_2=-\tfrac1{33}(12,4,-2,-6,-8),\qquad m=\tfrac92,\tfrac72,\dots,\tfrac12 .$$

Relation (a) gives $f_2(8)=(48-96)/1089=-48/1089$. At $M=6$ the pairs are $(\tfrac92,\tfrac32)$ and $(\tfrac72,\tfrac52)$. Their direct terms add to $(-72-8)/1089$. The first pair has no exchange, since $q=3$; for the second, (1) gives $16\cdot36/(6\cdot1089)=96/1089$. The trace, $-176/1089$, belongs to $J=6$ and $J=8$ together, so

$$f_2(6)=\frac{-176+48}{1089}=-\frac{128}{1089}<f_2(8).$$

The quadrupole term thus favours $J=6$, and higher multipoles must compensate if $J=8$ is to lie lowest.

They do not compensate in the shell with radial function $P(r)/r\propto r^4e^{-ar^2}$, $a=0.1$ bohr$^{-2}$. Its energies relative to $F^0$ are $-0.01206$ hartree for $J=6$ and $-0.01034$ hartree for $J=8$. With $F^2=0.1182$ hartree, the quadrupole part of $E(6)-E(8)$ is $-(80/1089)(0.1182)=-0.0087$ hartree. The full difference is $-0.0017$ hartree, so the higher multipoles return about $0.0070$ hartree, which is too little. The $J=6$ level is the lowest of all five. This counterexample completes the proof of part 3. It does not determine the order for every other $g_{9/2}$ radial function: hydrogenic $5g$ and $7g$ functions also put $J=6$ lowest, while in the limit of an infinitely thin shell, where all $F^k$ are equal, $J=8$ lies slightly below $J=6$. The shell is a model and the statement concerns the pure jj limit. With a spin-orbit energy $\zeta\,\mathbf l\cdot\mathbf s$, a hydrogenic $5g$ orbital of the same $F^2$ has $\zeta/F^2\approx3\times10^{-5}$, far from that limit. In the full $g^2$ shell with $\zeta<0$, where $(g_{9/2})^2$ is the lowest configuration, the lowest level is still $J=8$ at $|\zeta|=0.03F^2$ and is $J=6$ at $|\zeta|=0.1F^2$. $\square$

## A worked $p$ shell and the limit of pure jj coupling

Take $P(r)/r\propto re^{-ar^2}$ with the same $a$. This is a model shell, not a named atom. Its integrals are $F^0=0.2676$ and $F^2=0.1487$ hartree, so $F_2=0.1487/25=0.00595$ hartree. Then

$$E(0)=0.2676+5(0.00595)=0.2974,\qquad E(2)=0.2676-3(0.00595)=0.2498$$

in hartree. The splitting is $8F_2=0.0476$ hartree, or $1.29$ eV.

For a finite spin-orbit energy $\zeta\,\mathbf l\cdot\mathbf s$, the one-electron energies are $\zeta/2$ for $p_{3/2}$ and $-\zeta$ for $p_{1/2}$. With $\zeta>0$, the $J=0$ level of $(p_{3/2})^2$ couples to $(p_{1/2})^2$, which lies $3\zeta$ below. The $J=2$ level couples to $p_{1/2}p_{3/2}$, which lies $\tfrac32\zeta$ below. Second-order perturbation theory therefore raises both levels by amounts of order $F_2^2/\zeta$.

Diagonalizing all 15 states of $p^2$ gives these shifts from the pure jj energies:

- at $\zeta=10F_2$: $1.37F_2$ for $J=0$ and $0.59F_2$ for $J=2$;
- at $\zeta=100F_2$: $0.164F_2$ and $0.054F_2$;
- at $\zeta=1000F_2$: $0.0166F_2$ and $0.0053F_2$.

Between the last two cases the shifts fall about tenfold, slightly less for $J=0$ and slightly more for $J=2$, as expected from a leading $1/\zeta$ term. At $\zeta=10F_2$ the splitting is $(8+1.37-0.59)F_2=8.8F_2$, about 10% above the pure jj value. A fit of $F_2$ and $\zeta$ to the $6p^2$ levels of lead gives $\zeta/F_2\approx8$, so only the first case is near a real heavy atom; the two larger ratios are formal limits.

The angular formula was also tested for seven Gaussian shells by diagonalizing the full $1/r_{12}$ matrix without a multipole expansion. Energies and multiplicities agree, with a largest energy error below $10^{-14}$ hartree, as recorded in the numerical output. This checks the first-order formula within $j^2$; it does not include correlation with other configurations or changes of the radial function.

## Table of computed values

```
Gaussian exponent a = 0.1 bohr^-2
p shell: F^0 = 0.267619, F^2 = 0.148677 hartree
p shell: F_2 = F^2/25 = 0.005947 hartree
(p3/2)^2 J=0: F_0+5F_2 = 0.297354 hartree
(p3/2)^2 J=2: F_0-3F_2 = 0.249777 hartree
splitting 8F_2 = 0.047577 hartree = 1.2946 eV
largest error, 7 shells, full 1/r12: 2.5e-15 hartree
zeta = 10 F_2: shift J=0 1.3746, J=2 0.5887 F_2
zeta = 100 F_2: shift J=0 0.1638, J=2 0.0540 F_2
zeta = 1000 F_2: shift J=0 0.0166, J=2 0.0053 F_2
c_k(m), m = j down to 1/2; D(M), X(M), M = 0,2,..,2j-1 (no unit)
j=3/2 k=2 c: -1/5, 1/5
   D: 2/25, -1/25
   X: 0, 2/25
j=5/2 k=2 c: -2/7, 2/35, 8/35
   D: 24/175, -64/1225, -4/245
   X: 0, 48/1225, 24/245
j=5/2 k=4 c: 1/21, -1/7, 2/21
   D: 2/63, -4/441, -1/147
   X: 0, 8/147, 4/441
j=7/2 k=2 c: -1/3, -1/21, 1/7, 5/21
   D: 4/21, -11/441, -38/441, 1/63
   X: 0, 10/441, 32/441, 2/21
j=7/2 k=4 c: 1/11, -13/77, -3/77, 9/77
   D: 4/77, -15/539, 102/5929, -13/847
   X: 0, 20/539, 256/5929, 20/847
j=7/2 k=6 c: -5/429, 25/429, -15/143, 25/429
   D: 100/5577, -25/16731, -1250/184041, -125/184041
   X: 0, 50/1287, 200/14157, 50/61347
f_k(J) for k = 2,4,..,2j-1 (no unit)
j=3/2 J=0 f: 1/5
j=3/2 J=2 f: -3/25
j=5/2 J=0 f: 8/35, 2/21
j=5/2 J=2 f: 4/175, -1/21
j=5/2 J=4 f: -4/35, -1/63
j=7/2 J=0 f: 5/21, 9/77, 25/429
j=7/2 J=2 f: 1/9, -3/77, -25/1287
j=7/2 J=4 f: -5/63, 1/77, -25/1287
j=7/2 J=6 f: -5/63, -3/77, -25/16731
partial sums A_k of f_k(J)-f_k(2j-1) (no unit)
j=3/2 J=0 A: 8/25
j=5/2 J=0 A: 12/35, 143/315
j=5/2 J=2 A: 24/175, 166/1575
j=7/2 J=0 A: 20/63, 328/693, 62432/117117
j=7/2 J=2 A: 4/21, 4/21, 6736/39039
j=7/2 J=4 A: 0, 4/77, 1328/39039
d5/2 F^2,F^4,..: 0.135296, 0.093667 hartree
d5/2 E(J)-F^0, J=0,2,..: 0.039845, -0.001368, -0.016949 hartree
f7/2 F^2,F^4,..: 0.125685, 0.089366, 0.068338 hartree
f7/2 E(J)-F^0, J=0,2,..: 0.044353, 0.009156, -0.010142, -0.013559 hartree
g9/2 F^2,F^4,..: 0.118229, 0.085845, 0.066440, 0.053785 hartree
g9/2 E(J)-F^0, J=0,2,..: 0.046591, 0.016040, -0.003023, -0.012064, -0.010336 hartree
j=9/2: f_2(6) = -0.11754, f_2(8) = -0.04408 (no unit)
g9/2 model shell: lowest J = 6
```
